# The Gas Temperature Jump at Walls as an Extra Gap: test program

```python
"""
Result under test: a monatomic gas between parallel walls conducts heat as
    q = K dT / (L + g1 + g2),
    g = (2 - alpha)/alpha * 5/(4 Pr) * mfp   (Maxwell's approximation).
K: gas conductivity, L: gap, alpha: energy accommodation coefficient,
Pr: Prandtl number, mfp = (mu/p) sqrt(pi k T/(2 m)), mu: viscosity,
p: pressure, m: atomic mass, T: temperature.
Independent road: the linearized Shakhov kinetic equation between two walls,
solved with discrete normal velocities and exact exponential modes in space.
Kinetic units: speed v0 = sqrt(2kT/m), length mu*v0/p.
"""
from functools import lru_cache
import numpy as np
from scipy import constants as const

kB = const.k
SQRT_PI = np.sqrt(np.pi)
MFP_UNIT = SQRT_PI / 2          # mean free path in kinetic length units


def maxwell_gap(alpha, pr):
    """Extra gap of one wall divided by the mean free path."""
    return (2 - alpha) / alpha * 5 / (4 * pr)


def half_range_gauss(n):
    """Gauss rule on (0, infinity) for the weight exp(-c^2)/sqrt(pi)."""
    t, w = np.polynomial.legendre.leggauss(600)
    t = 6 * (t + 1)
    w = 6 * w * np.exp(-t**2) / SQRT_PI
    total = w.sum()
    previous, current = np.zeros_like(t), np.ones_like(t) / np.sqrt(total)
    diagonal, off, b = [], [], 0.0
    for _ in range(n):
        a = np.sum(w * t * current**2)
        rest = (t - a) * current - b * previous
        b = np.sqrt(np.sum(w * rest**2))
        previous, current = current, rest / b
        diagonal.append(a)
        off.append(b)
    jacobi = np.diag(diagonal) + np.diag(off[:-1], 1) + np.diag(off[:-1], -1)
    nodes, vectors = np.linalg.eigh(jacobi)
    return nodes, total * vectors[0]**2


@lru_cache(maxsize=None)
def kinetic_modes(pr, n):
    """Spatial modes; the two blocks are the transverse averages of h and
    of (c_perp^2 - 1) h, multiplied by the root of the quadrature weight."""
    x, w = half_range_gauss(n)
    c = np.concatenate([x, -x])
    root_w = np.sqrt(np.concatenate([w, w]))

    def pack(first, second):
        return np.concatenate([root_w * first, root_w * second])

    unit, zero = np.ones_like(c), np.zeros_like(c)
    one = pack(unit, zero)
    drift = pack(c, zero)
    energy = pack(c**2 - 0.5, unit)            # c_total^2 - 3/2
    heat = pack(c * (c**2 - 1.5), c)           # c (c_total^2 - 5/2)
    flux = pack(abs(c) * (c**2 - 1), abs(c))   # |c| (c_total^2 - 2)
    speed = np.concatenate([c, c])
    root = np.eye(4 * n)                       # root of the collision operator
    for vector, keep in ((one, 0), (drift, 0), (energy, 0),
                         (heat, np.sqrt(pr))):
        e = vector / np.linalg.norm(vector)
        root -= (1 - keep) * np.outer(e, e)
    operator = root @ (root / speed[:, None])
    rates, vectors = np.linalg.eigh((operator + operator.T) / 2)
    order = np.argsort(abs(rates))
    # four conserved or linear solutions have rate zero, all others decay
    assert abs(rates[order[3]]) < 1e-8 and abs(rates[order[4]]) > 0.02
    chosen = order[4:]
    shapes = (root @ vectors[:, chosen]) / speed[:, None]
    shapes /= np.linalg.norm(shapes, axis=0)
    return -rates[chosen], shapes, one, energy, heat, flux


def kinetic_slab(delta, alphas, pr=2 / 3, law="specular", n=24):
    """Return (total extra gap, actual gas-wall jump length at hot wall),
    both in mean free paths. law 'specular': fraction alpha diffuse, the rest
    specular; law 'thermal': all diffuse, at a partly accommodated temperature.
    """
    kappa, shapes, one, energy, heat, flux = kinetic_modes(pr, n)

    def field(x):
        distance = np.where(kappa < 0, x, delta - x)
        decaying = shapes * np.exp(-abs(kappa) * distance)
        linear = (x - delta / 2) * (energy - one) - heat / pr
        return np.column_stack([decaying, energy, linear])

    size, count = 4 * n + 2, 4 * n - 2
    matrix, rhs = np.zeros((size, size)), np.zeros(size)
    right = np.r_[0:n, 2 * n:3 * n]
    left = np.r_[n:2 * n, 3 * n:4 * n]
    walls = ((0.0, 0.5, right, left), (delta, -0.5, left, right))
    for j, (x, wall_temp, out, inn) in enumerate(walls):
        alpha = alphas[j]
        diffuse = alpha if law == "specular" else 1.0
        f = field(x)
        rows = slice(2 * n * j, 2 * n * (j + 1))
        dens, temp, last = count + 2 * j, count + 2 * j + 1, 4 * n + j
        matrix[rows, :count] = f[out] - (1 - diffuse) * f[inn]
        matrix[rows, dens] = -diffuse * one[out]
        matrix[rows, temp] = -diffuse * energy[out]
        if law == "specular":
            matrix[last, temp] = 1
            rhs[last] = wall_temp
        else:
            matrix[last, :count] = -(1 - alpha) * (flux[inn] @ f[inn])
            matrix[last, dens] = flux[out] @ one[out]
            matrix[last, temp] = flux[out] @ energy[out]
            rhs[last] = alpha * wall_temp * (flux[out] @ energy[out])
    solution = np.linalg.solve(matrix, rhs)[:count]
    gradient = -solution[-1]
    gas_temp = energy @ (field(0.0) @ solution) / (energy @ energy)
    return ((1 / gradient - delta) / MFP_UNIT,
            (0.5 - gas_temp) / gradient / MFP_UNIT)


# ---- one-sided fluxes from their defining velocity integrals ----
gl_x, gl_w = np.polynomial.legendre.leggauss(120)


def moment(function, low, high):
    cz = low + (high - low) * (gl_x[:, None] + 1) / 2
    cp = 4 * (gl_x[None, :] + 1)
    weight = (high - low) / 2 * gl_w[:, None] * 4 * gl_w[None, :]
    s = np.sqrt(cz**2 + cp**2)
    density = 2 * np.pi * cp * np.exp(-s**2) / np.pi**1.5
    return np.sum(weight * density * function(cz, s))


flux_number = moment(lambda z, s: z, 0, 8)
crossing_energy = moment(lambda z, s: z * s**2, 0, 8) / flux_number
assert abs(flux_number - 1 / (2 * SQRT_PI)) < 1e-9
assert abs(crossing_energy - 2) < 1e-9
# a heat-carrying odd correction of non-polynomial form, no net mass flow
shift = (moment(lambda z, s: z**2 * s**3, -8, 0)
         / moment(lambda z, s: z**2, -8, 0))


def odd_part(z, s):
    return -z * (s**3 - shift)


half_heat = moment(lambda z, s: z * s**2 * odd_part(z, s), -8, 0)
full_heat = half_heat + moment(lambda z, s: z * s**2 * odd_part(z, s), 0, 8)
half_number = moment(lambda z, s: z * odd_part(z, s), -8, 0)
half_share = half_heat / full_heat
assert abs(full_heat) > 0.1
assert abs(half_share - 0.5) < 1e-9 and abs(half_number) < 1e-9

# ---- kinetic tests of the extra-gap law ----
for pr in (1.0, 2 / 3):
    for pair in ((1.0, 1.0), (0.4, 0.8)):
        expected = sum(maxwell_gap(a, pr) for a in pair)
        thin = kinetic_slab(0.01, pair, pr)[0]
        assert abs(thin / expected - 1) < 0.01       # free-molecular limit
        wide = kinetic_slab(30.0, pair, pr)[0]
        wider = kinetic_slab(60.0, pair, pr)[0]
        assert abs(wide / wider - 1) < 1e-3          # independent of the gap
        assert 1.0 < wider / expected < 1.25         # Knudsen-layer excess

coarse = kinetic_slab(60.0, (1.0, 1.0), n=16)[0]
fine = kinetic_slab(60.0, (1.0, 1.0), n=24)[0]
assert abs(coarse / fine - 1) < 1e-3

mixed = kinetic_slab(60.0, (0.4, 0.8))[0]
separate = (kinetic_slab(60.0, (0.4, 0.4))[0]
            + kinetic_slab(60.0, (0.8, 0.8))[0]) / 2
assert abs(mixed / separate - 1) < 1e-4              # wall jumps add

wall_rows = []
for a in (1.0, 0.4, 0.05):
    total, actual = kinetic_slab(60.0, (a, a))
    thermal = kinetic_slab(60.0, (a, a), law="thermal")[0]
    split = fine + 2 * (1 - a) / a * 5 / (2 * (2 / 3))
    assert abs(thermal / split - 1) < 1e-6
    assert 0 < actual < total / 2                    # gas bends toward wall
    wall_rows.append((a, maxwell_gap(a, 2 / 3), total / 2, thermal / 2, actual))
ratios = [row[2] / row[1] for row in wall_rows]
assert ratios[0] > ratios[1] > ratios[2] and abs(ratios[2] - 1) < 0.02

worst = {}
for a in (1.0, 0.4):
    errors = []
    for d in np.geomspace(0.01, 100, 33):
        true_length = d + MFP_UNIT * kinetic_slab(d, (a, a))[0]
        model_length = d + MFP_UNIT * 2 * maxwell_gap(a, 2 / 3)
        errors.append((true_length / model_length - 1, d / MFP_UNIT))
    worst[a] = max(errors, key=lambda item: abs(item[0]))
    assert abs(worst[a][0]) < 0.10

# ---- helium-filled gap; viscosity and alpha are rough typical values ----
gap, temperature, viscosity, prandtl, accommodation = 10e-6, 330.0, 2.1e-5, 2/3, 0.4
load = 10e4                                           # W/m^2
mass = (const.physical_constants["alpha particle mass"][0] + 2 * const.m_e)
conductivity = 2.5 * kB / mass * viscosity / prandtl
v0 = np.sqrt(2 * kB * temperature / mass)


def state(torr, alpha):
    p = torr * const.torr
    mfp = viscosity / p * np.sqrt(np.pi * kB * temperature / (2 * mass))
    g = maxwell_gap(alpha, prandtl) * mfp
    h = conductivity / (gap + 2 * g)
    extra = kinetic_slab(gap / (mfp / MFP_UNIT), (alpha, alpha), prandtl)[0]
    return p, mfp, g, h, conductivity / (gap + extra * mfp), extra * mfp


pressure, mfp, g, h, h_kinetic, extra_kinetic = state(760.0, accommodation)
number_density = pressure / (kB * temperature)
crossings = number_density * v0 * flux_number
free_conductance = crossings * crossing_energy * kB   # 2 k J
g_from_fluxes = ((2 - accommodation) / (2 * accommodation)
                 * conductivity / free_conductance)
assert abs(g_from_fluxes / g - 1) < 1e-8
mean_speed = v0 * moment(lambda z, s: s, -8, 0) * 2
assert abs(0.5 * number_density * mass * mean_speed * mfp / viscosity - 1) < 1e-6

drop_gas = load * gap / conductivity
drop_jump = load * g / conductivity
drop_total = load / h
assert abs(drop_gas + 2 * drop_jump - drop_total) < 1e-9 * drop_total

# ---- effects left out of the model ----
radiation = 4 * const.sigma * temperature**3
density = number_density * mass
rayleigh = (const.g * drop_total / temperature * gap**3 * density**2
            * 2.5 * kB / mass / (viscosity * conductivity))
exponent = 0.7                 # rough: conductivity varies as T^0.7


def jump_at(gas_temp):         # 2kJ varies as T^(-1/2) at fixed pressure
    return drop_jump * np.sqrt(gas_temp / temperature)


hot_gas = temperature + drop_gas / 2
power = (hot_gas / temperature)**(exponent + 1)
power -= (exponent + 1) * load * gap / (conductivity * temperature)
cold_gas = temperature * power**(1 / (exponent + 1))
variable_drop = hot_gas + jump_at(hot_gas) - cold_gas + jump_at(cold_gas)
property_error = variable_drop / drop_total - 1
assert radiation / h < 0.01 and rayleigh < 1 and abs(property_error) < 0.01

print("ONE-SIDED FLUXES")
print(f"energy per crossing atom / kT      {crossing_energy:.6f}")
print(f"incident share of conducted heat   {half_share:.6f}")
print("WIDE GAP, Pr = 2/3: jump length per wall / mean free path")
print("alpha  Maxwell  kinetic(spec)  kinetic(thermal)  actual gas jump(spec)")
for a, m_gap, k_gap, t_gap, actual in wall_rows:
    print(f"{a:4.2f} {m_gap:9.4f} {k_gap:10.4f} {t_gap:12.4f} {actual:12.4f}")
for (a, *_), ratio in zip(wall_rows, ratios):
    print(f"kinetic(spec)/Maxwell, alpha {a:.2f}: {ratio:.4f}")
for a, (error, width) in worst.items():
    print(f"largest flux excess of formula, alpha {a:.1f}: {100*error:.2f} %"
          f" at L/mfp = {width:.2f}")
print("HELIUM GAP: INPUTS")
print(f"gap {gap*1e6:.1f} um, temperature {temperature:.0f} K, pressure 760 Torr")
print(f"viscosity (rough) {viscosity:.2e} Pa s, Prandtl number {prandtl:.4f}")
print(f"alpha (rough) {accommodation:.2f}, heat load {load/1e4:.1f} W/cm2")
print(f"atomic mass                        {mass:.4e} kg")
print("HELIUM GAP: RESULTS")
print(f"gas conductivity                   {conductivity:.4f} W/(m K)")
print(f"mean free path                     {mfp*1e6:.4f} um")
print(f"mean free path / gap               {mfp/gap:.4f}")
print(f"jump length per wall               {g*1e6:.4f} um")
print(f"total extra gap, formula           {2*g*1e6:.4f} um")
print(f"total extra gap, kinetic           {extra_kinetic*1e6:.4f} um")
print(f"conductance without jumps          {conductivity/gap/1e4:.4f} W/(cm2 K)")
print(f"conductance with jumps             {h/1e4:.4f} W/(cm2 K)")
print(f"conductance, kinetic               {h_kinetic/1e4:.4f} W/(cm2 K)")
print(f"temperature drop in gas            {drop_gas:.3f} K")
print(f"temperature jump at each wall      {drop_jump:.3f} K")
print(f"total temperature drop             {drop_total:.3f} K")
print("PRESSURE SWEEP, same gap and alpha")
print("Torr  mfp(um)  extra gap(um)  h formula  h kinetic (W/cm2/K)  excess(%)")
for torr in (760.0, 100.0, 10.0):
    _, path, length, model, kinetic, _ = state(torr, accommodation)
    assert abs(model / kinetic - 1) < 0.06
    print(f"{torr:4.0f} {path*1e6:8.3f} {2*length*1e6:10.3f} {model/1e4:11.4f}"
          f" {kinetic/1e4:10.4f} {100*(model/kinetic-1):8.2f}")
print("NEGLECTED EFFECTS AT 760 Torr")
print(f"blackbody radiation conductance    {radiation/1e4:.2e} W/(cm2 K)")
print(f"radiation / gas conductance        {radiation/h:.2e}")
print(f"Rayleigh number                    {rayleigh:.2e}")
print(f"drop change, variable properties   {100*property_error:.2e} %")
for a in (0.3, 0.5):
    print(f"conductance if alpha = {a:.1f}         {state(760.0, a)[3]/1e4:.4f}"
          " W/(cm2 K)")
print("checks complete")
```

Output:

```
ONE-SIDED FLUXES
energy per crossing atom / kT      2.000000
incident share of conducted heat   0.500000
WIDE GAP, Pr = 2/3: jump length per wall / mean free path
alpha  Maxwell  kinetic(spec)  kinetic(thermal)  actual gas jump(spec)
1.00    1.8750     2.2049       2.2049       1.4446
0.40    7.5000     8.0572       7.8299       6.7545
0.05   73.1250    73.8271      73.4549      72.1712
kinetic(spec)/Maxwell, alpha 1.00: 1.1760
kinetic(spec)/Maxwell, alpha 0.40: 1.0743
kinetic(spec)/Maxwell, alpha 0.05: 1.0096
largest flux excess of formula, alpha 1.0: 8.88 % at L/mfp = 2.01
largest flux excess of formula, alpha 0.4: 5.14 % at L/mfp = 4.76
HELIUM GAP: INPUTS
gap 10.0 um, temperature 330 K, pressure 760 Torr
viscosity (rough) 2.10e-05 Pa s, Prandtl number 0.6667
alpha (rough) 0.40, heat load 10.0 W/cm2
atomic mass                        6.6465e-27 kg
HELIUM GAP: RESULTS
gas conductivity                   0.1636 W/(m K)
mean free path                     0.2151 um
mean free path / gap               0.0215
jump length per wall               1.6130 um
total extra gap, formula           3.2259 um
total extra gap, kinetic           3.4656 um
conductance without jumps          1.6358 W/(cm2 K)
conductance with jumps             1.2368 W/(cm2 K)
conductance, kinetic               1.2148 W/(cm2 K)
temperature drop in gas            6.113 K
temperature jump at each wall      0.986 K
total temperature drop             8.085 K
PRESSURE SWEEP, same gap and alpha
Torr  mfp(um)  extra gap(um)  h formula  h kinetic (W/cm2/K)  excess(%)
 760    0.215      3.226      1.2368     1.2148     1.81
 100    1.634     24.517      0.4739     0.4513     5.01
  10   16.345    245.172      0.0641     0.0625     2.56
NEGLECTED EFFECTS AT 760 Torr
blackbody radiation conductance    8.15e-04 W/(cm2 K)
radiation / gas conductance        6.59e-04
Rayleigh number                    7.94e-09
drop change, variable properties   -3.34e-05 %
conductance if alpha = 0.3         1.1227 W/(cm2 K)
conductance if alpha = 0.5         1.3172 W/(cm2 K)
checks complete
```
